# Knudsen Diffusivity of a Long Circular Pore from Diffuse Wall Scattering, part 2

A dilute gas spreads along a straight, smooth, infinitely long circular pore of diameter $d$ with its axis along $z$. Its molecules, of mass $m$, meet only the wall, which has uniform temperature $T$. They do not react and leave at once, with a direction independent of that of arrival and a speed drawn afresh. The axial displacement $Z(t)$ in a time $t$ defines the diffusivity $D$ as the long-time limit of $\langle Z^2\rangle/(2t)$. It is also the coefficient in $\partial n/\partial t=D\,\partial^2n/\partial z^2$, where $n$ is the number of molecules per unit volume of the pore. Adding independent flights between wall encounters gave

$$
D=\frac{d\,\bar v}{3},\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} , \tag{1}
$$

where $\bar v$ is the mean speed in the gas and $k$ is the Boltzmann constant.

Molecules leave the wall with velocity $\mathbf v=v\mathbf u$ in numbers proportional to

$$
(\mathbf v\cdot\mathbf n)\,e^{-\alpha v^2}d^3v
=(\mathbf u\cdot\mathbf n)\,d\Omega\;\,v^3e^{-\alpha v^2}dv , \tag{3}
$$

where $\mathbf u$ is a unit vector, $\mathbf n$ is the unit normal pointing into the pore, $d\Omega$ is the element of solid angle and $\alpha=m/(2kT)$. The directional factor is the cosine law.

A flight has length $\ell$, with mean $d$, and axial step $z$, with mean square $2d^2/3$. Its mean duration is

$$
\tau=\langle\ell\rangle\left\langle\frac1v\right\rangle_{\rm wall}=\frac d{\bar v}, \tag{11}
$$

where "wall" denotes the average over molecules leaving the wall. Long steps, with $X\gg d$, have the probability

$$
P(|z|>X)\simeq\frac{2}{3\pi}\frac{d^3}{X^3}\int_{-\pi/2}^{\pi/2}\cos^4\varphi\,d\varphi
=\frac{2}{3\pi}\cdot\frac{3\pi}{8}\,\frac{d^3}{X^3}=\frac{d^3}{4X^3}, \tag{9}
$$

where $\varphi$ is the angle in the cross-section between the inward normal and the projected direction of flight.

The derivation of (1) replaced the random number of flights in a time $t$ by $t/\tau$. The displacement is now calculated at a fixed time, without counting flights.

### From velocity correlations to displacement

The starting state is an equilibrium gas. The initial position is uniform over the circular cross-section, and the three velocity components are independent Gaussian variables with zero mean and variance

$$
\sigma^2=\frac{kT}{m}=\frac{\pi\bar v^2}{8}. \tag{15}
$$

Free flight and emission according to (3) preserve this state. The correlation between the axial velocities at two times therefore depends only on the time $s$ between them. Write

$$
C(s)=\langle v_z(0)\,v_z(s)\rangle .
$$

Since $Z(t)=\int_0^tv_z(t')\,dt'$, the square of $Z$ is a double integral over two times. The two orderings contribute equally. For a separation $s$, the earlier time can lie anywhere between $0$ and $t-s$, which gives

$$
\langle Z^2(t)\rangle=2\int_0^t(t-s)\,C(s)\,ds . \tag{16}
$$

### Only the first flight contributes

Let $t_1$ be the time of the first wall encounter. Consider the molecules with $t_1<s$ and keep their history up to $t_1$ fixed. For every possible continuation, its mirror image under reversal of the axial direction is equally probable. The mirror image has the same later encounter times, but the opposite value of $v_z(s)$. The mean of $v_z(s)$ over the continuations is therefore zero, whatever $v_z(0)$ was. These molecules contribute nothing to $C(s)$.

Molecules with $t_1>s$ still have their initial velocity, so that

$$
C(s)=\langle v_z^2\;;\;t_1>s\rangle ,
$$

where the notation means that molecules with $t_1\le s$ count as zero. The time $t_1$ is fixed by the motion in the cross-section. It depends on the initial position and on the two transverse velocity components, but not on $v_z$. The average therefore factors:

$$
C(s)=\sigma^2\,P(t_1>s). \tag{17}
$$

### Distance to the wall

Let $qd$ be the distance from the initial point to the wall, measured in the cross-section along the transverse direction of motion, with $0<q<1$. To find the distribution of $q$, fix this direction and divide the disk into chords parallel to it. With $R=d/2$, the chord at offset $y$ from the centre has length $c(y)=2\sqrt{R^2-y^2}$. On this chord, the points with more than a distance $x$ still ahead occupy a length $c(y)-x$, provided that $c(y)>x$. This condition means $|y|<y_x$, where $y_x=\sqrt{R^2-x^2/4}$. Because the initial point is uniform over the disk,

$$
P(qd>x)=\frac1{\pi R^2}\int_{-y_x}^{y_x}\bigl[c(y)-x\bigr]\,dy .
$$

The probability density of the distance is minus the derivative with respect to $x$. The limits of integration also depend on $x$, but the integrand vanishes there, since $c(y_x)=x$. The derivative of the integrand is $-1$, so the density is

$$
\frac{2y_x}{\pi R^2}=\frac{8}{\pi d^2}\cdot\frac d2\sqrt{1-\frac{x^2}{d^2}}
=\frac{4}{\pi d}\sqrt{1-\frac{x^2}{d^2}} .
$$

Changing the variable to $q=x/d$ multiplies this by $d$:

$$
p(q)=\frac4\pi\sqrt{1-q^2},\qquad 0<q<1. \tag{18}
$$

The density is normalized because the area under $\sqrt{1-q^2}$ is a quarter of the unit disk, $\pi/4$. The chord construction gives the same result for every direction, so $q$ is independent of the transverse velocity.

### The correlation function

The transverse speed $w$ is the length of a vector with two independent Gaussian components of variance $\sigma^2$. Its density is $(w/\sigma^2)e^{-w^2/2\sigma^2}$, and the probability that $w$ is less than $W$ is $1-e^{-W^2/2\sigma^2}$. The first encounter occurs at $t_1=qd/w$. The condition $t_1>s$ is thus $w<qd/s$, and (17) becomes

$$
C(s)=\sigma^2\int_0^1\frac4\pi\sqrt{1-q^2}\,
\left[1-\exp\!\left(-\frac{q^2d^2}{2\sigma^2s^2}\right)\right]dq . \tag{19}
$$

At $s=0$ the bracket is one and $C(0)=\sigma^2$. For times much shorter than $\tau$ the motion is therefore ballistic, with $\langle Z^2\rangle\simeq\sigma^2t^2$ from (16).

### The diffusivity

Divide (16) by $2t$:

$$
\frac{\langle Z^2\rangle}{2t}=\int_0^t\left(1-\frac st\right)C(s)\,ds . \tag{20}
$$

By (17), $C$ is nowhere negative. At each fixed $s$ the factor $1-s/t$ increases towards one as $t$ grows, and the range of integration expands. The left-hand side therefore increases towards $\int_0^\infty C(s)\,ds$, which is the diffusivity.

This integral does not require the explicit form (19). The integral of $P(t_1>s)$ over all $s$ is the mean of $t_1$, so

$$
D=\sigma^2\langle t_1\rangle=\sigma^2d\,\langle q\rangle\left\langle\frac1w\right\rangle .
$$

The two means are

$$
\langle q\rangle=\frac4\pi\int_0^1q\sqrt{1-q^2}\,dq=\frac4\pi\cdot\frac13=\frac4{3\pi},
$$

$$
\left\langle\frac1w\right\rangle=\frac1{\sigma^2}\int_0^\infty e^{-w^2/2\sigma^2}dw
=\frac1\sigma\sqrt{\frac\pi2}.
$$

With $\sigma=\bar v\sqrt{\pi/8}$ from (15), the product is

$$
D=\sigma d\,\frac4{3\pi}\sqrt{\frac\pi2}
=\bar vd\,\frac4{3\pi}\sqrt{\frac\pi8\cdot\frac\pi2}
=\bar vd\,\frac4{3\pi}\cdot\frac\pi4=\frac{d\bar v}{3}. \tag{21}
$$

This establishes (1) without replacing the number of flights by its mean. The incomplete last flight is included, since (16) follows the molecule up to the time $t$.

### A logarithmic approach to the limit

For $s\gg d/\sigma$ the exponent in (19) is small, and $1-e^{-x}\simeq x$. The mean square of $q$ follows from the substitution $q=\sin\eta$:

$$
\langle q^2\rangle=\frac4\pi\int_0^{\pi/2}\sin^2\eta\cos^2\eta\,d\eta=\frac4\pi\cdot\frac\pi{16}=\frac14 .
$$

Consequently,

$$
C(s)\simeq\sigma^2\,\frac{\langle q^2\rangle d^2}{2\sigma^2s^2}=\frac{d^2}{8s^2}. \tag{22}
$$

The correlation decays as a power of time, not exponentially. The molecules responsible have a transverse speed below $qd/s$, while their axial velocity keeps its usual spread $\sigma$. They are therefore moving nearly parallel to the axis.

To find the effect on the displacement, write the integral of $C$ up to $t$ as $D$ minus its tail. Equation (16) becomes

$$
\langle Z^2\rangle=2Dt-2t\int_t^\infty C(s)\,ds-2\int_0^tsC(s)\,ds . \tag{23}
$$

By (22), the second term tends to $-2t\cdot d^2/(8t)=-d^2/4$. In the third term the integrand tends to $d^2/(8s)$, whose integral grows as $(d^2/8)\ln t$. Therefore

$$
\langle Z^2\rangle=2Dt-\frac{d^2}{4}\ln\frac t\tau+O(d^2). \tag{24}
$$

The remainder stays bounded at long times. The deficit itself grows without limit, but more slowly than $t$, so its share of $2Dt$ tends to zero.

The following values were obtained by inserting (19) in (16) and integrating numerically by Gauss–Legendre quadrature. The last column is the ratio to the long-time law.

| $t/\tau$ | $\langle Z^2\rangle/d^2$ | $\langle Z^2\rangle/(2Dt)$ |
|---:|---:|---:|
| 1 | 0.271 | 0.406 |
| 5 | 2.547 | 0.764 |
| 40 | 25.361 | 0.951 |
| 1000 | 664.556 | 0.997 |

After one mean flight time the mean-square displacement is well below the diffusive value. The integral in (20) then stops while $C(s)$ is still appreciable, and the factor $1-s/t$ reduces the part that is included. After forty flight times the difference is about five per cent of $2Dt$. In units of $d^2$ the deficit is $26.667-25.361=1.306$ at $t=40\tau$ and $666.667-664.556=2.111$ at $t=1000\tau$. The increase, $0.805$, agrees with $\tfrac14\ln25$ from (24).

### The role of energy exchange

The fixed-time argument uses the equilibrium start, the diffuse direction after each encounter, and the duration of the first flight. The speed given to a molecule after an encounter matters only in that it must preserve the equilibrium gas. Suppose that the wall scatters diffusely but leaves the speed unchanged. The equilibrium state is still preserved, since the cosine law sustains an isotropic gas separately at each speed. The mirror argument also remains valid. Equations (16) to (24) therefore hold unchanged, and the ensemble mean-square displacement is the same at every time.

Individual molecules behave differently in the two cases. If the speed is retained, a molecule of speed $v$ has mean flight time $d/v$ and spreads with diffusivity $dv/3$. Its average over the gas is $d\bar v/3$. With thermal exchange, each molecule samples many speeds, and all molecules share the same long-time diffusivity.

### A pore 50 nm wide

Take a molecular mass of 100 u, a temperature of 500 K and a pore diameter of 50 nm as round model parameters. The mean speed is

$$
\bar v=\sqrt{\frac{8k\,(500\ \mathrm K)}{\pi\,(100\ \mathrm u)}}=325.4\ \mathrm{m\,s^{-1}} .
$$

The mean flight time and the diffusivity follow from (11) and (1):

$$
\tau=\frac{50\times10^{-9}\ \mathrm m}{325.4\ \mathrm{m\,s^{-1}}}=153.7\ \mathrm{ps},
$$

$$
D=\frac{(50\times10^{-9}\ \mathrm m)(325.4\ \mathrm{m\,s^{-1}})}{3}
=5.42\times10^{-6}\ \mathrm{m^2\,s^{-1}}=0.0542\ \mathrm{cm^2\,s^{-1}} .
$$

The root-mean-square axial step is $\sqrt{2/3}\,d=40.8$ nm. Now consider an axial distance $L=5\ \mu\mathrm m$, which is one hundred diameters. The time at which $2Dt$ equals $L^2$ is

$$
t_L=\frac{L^2}{2D}=\frac{(5\times10^{-6}\ \mathrm m)^2}{2(5.423\times10^{-6}\ \mathrm{m^2\,s^{-1}})}
=2.31\ \mu\mathrm s .
$$

In this time a molecule makes on average

$$
\frac{t_L}{\tau}=\frac{L^2}{2}\cdot\frac{3}{d\bar v}\cdot\frac{\bar v}{d}=\frac{3L^2}{2d^2}=15\,000 \tag{25}
$$

flights. This number depends on the shape ratio $L/d$, but not on mass or temperature. In an infinitely long pore, the value of $\langle Z^2\rangle$ calculated from (16) and (19) at $t_L$ lies below $2Dt_L$ by a fraction $2.8\times10^{-4}$ of the latter. The logarithmic correction is negligible on this scale.

At a pressure $p=1$ Pa the mean number of molecules in this length of pore is

$$
\frac{p}{kT}\,\frac{\pi d^2L}{4}=1.42 .
$$

A stretch one diameter long thus contains about 0.014 molecules. The criterion for neglecting collisions in the gas is not this count but the mean free path $\lambda=kT/(\sqrt2\,\pi s^2p)$ compared with $d$, where $s$ is the collision diameter. With $s=0.5$ nm as a round value, $\lambda\approx6$ mm at 1 Pa, about $10^5$ diameters, so collisions in the gas can be neglected. If a carrier gas is present, its pressure must be included in $p$.

### Penetration when the wall reacts

The time $t_L$ describes the spreading of molecules that survive every encounter. It is not the time needed to coat the wall, which also depends on the supply of precursor and on the number of surface sites to be filled.

The effect of reaction can be estimated for a wall with a small, constant loss probability $\beta$ per encounter. A molecule meets the wall at the mean rate $1/\tau=\bar v/d$, so the loss per unit volume is $\beta n\bar v/d$. For $\beta\ll1$ the gas remains close to equilibrium across the pore, and (1) can be used to leading order. In the steady state, diffusion balances loss:

$$
\frac{d\bar v}{3}\,\frac{d^2n}{dz^2}=\frac{\beta\bar v}{d}\,n .
$$

In the second derivative the symbol $d$ denotes differentiation; elsewhere in this equation it is the diameter. In a deep pore the solution that decays away from the mouth is

$$
n(z)=n(0)\,e^{-z/\Lambda},\qquad \Lambda=\frac{d}{\sqrt{3\beta}} . \tag{26}
$$

The mean speed cancels, because faster molecules spread more quickly but also meet the wall more often. Temperature can still affect the penetration through $\beta$. The estimate requires $\Lambda\gg d$, which is the condition $\beta\ll1$ again. Even then it does not hold at every depth. Sufficiently deep in the pore the exponential falls below the contribution of rare long flights, whose probability decreases only as a power of the distance. The dominant ones come straight from the mouth. Molecules entering from an isotropic gas follow the cosine law about the axis, and the cross-section at depth $X\gg d$ subtends the solid angle $\pi d^2/(4X^2)$. They therefore pass that depth without touching the wall with probability $d^2/(4X^2)$, which falls more slowly than (9). When $\beta$ is not small, many molecules are lost within a few diameters of the mouth. The directions in which they enter then matter, and a diffusion equation with the coefficient (1) no longer describes the penetration.
